# Natural orbitals of the one-dimensional Moshinsky atom from Mehler's formula: verification in Python

```python
# Two-particle Moshinsky atom on a line, symmetric spatial ground state.
# H = sum_i [p_i^2/(2m) + k0 x_i^2/2] + kappa (x1-x2)^2/2,  k0 = m omega^2.
# Result under test: the one-particle density matrix (trace one) has Hermite
# functions as eigenfunctions and occupations n_k = (1-q) q^k, where
#   q = t^2, t = (s-1)/(s+1), s = (1 + 2 kappa/k0)^(1/4),
# and the Hermite functions have Gaussian factor exp(-beta x^2/2),
#   beta = s m omega/hbar.
# The pair function is sqrt(1-q) sum_k t^k phi_k(x1) phi_k(x2).
# Energies are in eV, lengths in angstrom, spring constants in eV/angstrom^2.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

HBAR2_OVER_M = sc.hbar**2 / sc.m_e / sc.e * 1e20
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
TRAP = 2.0
K0 = TRAP**2 / HBAR2_OVER_M


def predicted(kappa):
    """Return s, t, q and beta from the derived formulas."""
    s = (1 + 2 * kappa / K0) ** 0.25
    t = (s - 1) / (s + 1)
    return s, t, t * t, s * TRAP / HBAR2_OVER_M


def hermite_functions(x, beta, count):
    """Orthonormal oscillator functions, one per row."""
    y = np.sqrt(beta) * np.asarray(x, dtype=float)
    f = np.zeros((count, y.size))
    f[0] = (beta / np.pi) ** 0.25 * np.exp(-y * y / 2)
    for k in range(count - 1):
        f[k + 1] = np.sqrt(2 / (k + 1)) * y * f[k]
        if k > 0:
            f[k + 1] -= np.sqrt(k / (k + 1)) * f[k - 1]
    return f


def make_grid(kappa, n):
    """Uniform grid balanced between range and resolution."""
    beta = predicted(kappa)[3]
    dx = np.sqrt(2 * np.pi / ((n - 1) * beta))
    return (np.arange(n) - (n - 1) / 2) * dx, dx


def diagonalize_pair(kappa, n=41):
    """Ground state of the full two-particle Hamiltonian, sinc grid basis."""
    x, dx = make_grid(kappa, n)
    d = np.arange(n)[:, None] - np.arange(n)[None, :]
    safe = np.where(d == 0, 1, d)
    second = np.where(d == 0, np.pi**2 / 3, 2.0 * (1 - 2 * (d % 2)) / safe**2)
    kinetic = HBAR2_OVER_M / 2 * second / dx**2
    x1, x2 = x[:, None], x[None, :]
    potential = K0 * (x1**2 + x2**2) / 2 + kappa * (x1 - x2) ** 2 / 2
    one = np.eye(n)
    ham = np.kron(kinetic, one) + np.kron(one, kinetic)
    ham[np.diag_indices(n * n)] += potential.ravel()
    energy, vec = eigh(ham, subset_by_index=[0, 0], overwrite_a=True)
    pair = vec[:, 0].reshape(n, n)
    return x, dx, energy[0], pair * np.sign(pair.sum())


def gaussian_pair(kappa, x, dx):
    """Normal-mode ground state sampled on the grid, times dx."""
    a_cm = np.sqrt(K0 / HBAR2_OVER_M)
    a_rel = np.sqrt((K0 + 2 * kappa) / HBAR2_OVER_M)
    plus, minus = x[:, None] + x[None, :], x[:, None] - x[None, :]
    norm = (a_cm * a_rel) ** 0.25 / np.sqrt(np.pi)
    return dx * norm * np.exp(-a_cm * plus**2 / 4 - a_rel * minus**2 / 4)


def kernel_occupations(kappa, n=201):
    """Occupations from numerical diagonalization of the Gaussian kernel."""
    x, dx = make_grid(kappa, n)
    values = np.linalg.eigvalsh(gaussian_pair(kappa, x, dx))
    return np.sort(values**2)[::-1]


# Mehler's formula: explicit sum against closed form, both signs of t.
for t in (0.6, -0.6):
    xa, ya, b = 0.7, -0.4, 1.3
    f = hermite_functions([xa, ya], b, 90)
    series = np.sum(t ** np.arange(90) * f[:, 0] * f[:, 1])
    expo = -b * ((1 + t*t) * (xa**2 + ya**2) / 2 - 2*t*xa*ya) / (1 - t*t)
    closed = np.sqrt(b / (np.pi * (1 - t * t))) * np.exp(expo)
    assert abs(series - closed) < 1e-12

print(f"hbar^2/m = {HBAR2_OVER_M:.4f} eV angstrom^2")
print(f"trap quantum hbar*omega = {TRAP:.2f} eV")
print(f"trap spring constant k0 = {K0:.4f} eV/angstrom^2")
print(f"lower limit of coupling -k0/2 = {-K0/2:.4f} eV/angstrom^2")

# Full diagonalization for one attractive and one repulsive coupling.
for name, kappa in (("attraction", 4.0), ("repulsion", -0.2)):
    s, t, q, beta = predicted(kappa)
    x, dx, energy, pair = diagonalize_pair(kappa)
    rel_quantum = TRAP * s**2
    assert abs(energy - (TRAP + rel_quantum) / 2) < 1e-7
    assert np.max(np.abs(pair - gaussian_pair(kappa, x, dx))) < 1e-7
    occ, orbitals = np.linalg.eigh(pair @ pair.T)
    occ, orbitals = occ[::-1], orbitals[:, ::-1]
    k = np.arange(4)
    assert np.max(np.abs(occ[:4] - (1 - q) * q**k)) < 1e-8
    phi = hermite_functions(x, beta, 4) * np.sqrt(dx)
    overlap = np.abs(np.sum(phi * orbitals[:, :4].T, axis=1))
    assert np.all(np.abs(overlap - 1) < 1e-6)
    amplitudes = phi @ pair @ phi.T
    assert np.max(np.abs(amplitudes - np.diag(np.sqrt(1-q) * t**k))) < 1e-7
    length = 1 / np.sqrt(beta)
    print(f"--- {name}: kappa = {kappa:.2f} eV/angstrom^2")
    print(f"lambda = kappa/k0 = {kappa/K0:.4f} (no unit)")
    print(f"relative-mode quantum hbar*Omega = {rel_quantum:.4f} eV")
    print(f"ground energy, diagonalized = {energy:.4f} eV"
          f" = {energy/HARTREE:.5f} hartree")
    print(f"s = {s:.4f}, t = {t:.4f}, q = {q:.5f} (no unit)")
    print(f"natural-orbital length beta^(-1/2) = {length:.4f} angstrom"
          f" = {length/BOHR:.4f} bohr")
    for j in range(4):
        print(f"k={j}: n_k formula {(1-q)*q**j:.7f},"
              f" diagonalized {occ[j]:.7f},"
              f" amplitude {amplitudes[j, j]:.5f} (no unit)")
    print(f"smallest orbital overlap, k=0..3 = {overlap.min():.6f} (no unit)")

# Occupation ratio as a function of coupling.
print("--- q versus coupling (kappa in eV/angstrom^2; others no unit)")
for kappa in (-0.25, -0.2, -0.1, 0.0, 0.1, 0.5, 1.0, 4.0, 20.0):
    s, t, q, beta = predicted(kappa)
    occ = kernel_occupations(kappa)
    assert abs(occ[1] / occ[0] - q) < 1e-9
    assert abs(occ[0] - (1 - q)) < 1e-9
    print(f"kappa {kappa:6.2f}, lambda {kappa/K0:8.4f},"
          f" t {t:8.5f}, q {q:.6f}")

# Couplings of opposite sign with the same occupations.
kappa = 4.0
partner = -kappa / (1 + 2 * kappa / K0)
occ_a, occ_b = kernel_occupations(kappa), kernel_occupations(partner)
assert np.max(np.abs(occ_a[:8] - occ_b[:8])) < 1e-9
partner_length = 1 / np.sqrt(predicted(partner)[3])
print(f"--- partner of kappa = {kappa:.2f}: {partner:.5f} eV/angstrom^2")
print(f"partner q, numerical = {occ_b[1]/occ_b[0]:.5f} (no unit)")
print(f"partner natural-orbital length = {partner_length:.4f} angstrom")

# Weak coupling: q approaches lambda^2/16, with a correction of order lambda.
weak = 0.001
pair = diagonalize_pair(weak * K0)[3]
occ = np.sort(np.linalg.eigvalsh(pair) ** 2)[::-1]
weak_ratio = occ[1] / occ[0] / (weak**2 / 16)
assert abs(weak_ratio - 1) < 3 * weak
print(f"weak limit, lambda = {weak}: q/(lambda^2/16) = {weak_ratio:.4f}")

# Extreme couplings: n_0 approaches 4/s for large s and 4s for small s.
for s in (40.0, 1 / 40.0):
    occ = kernel_occupations((s**4 - 1) / 2 * K0, n=801)
    ratio = occ[0] / (4 * min(s, 1 / s))
    assert abs(ratio - 1) < 3 * min(s, 1 / s)
    print(f"extreme limit, s = {s:.3f}: n_0 = {occ[0]:.5f},"
          f" n_0/leading term = {ratio:.4f} (no unit)")

print("OK")
```

Output:

```
hbar^2/m = 7.6200 eV angstrom^2
trap quantum hbar*omega = 2.00 eV
trap spring constant k0 = 0.5249 eV/angstrom^2
lower limit of coupling -k0/2 = -0.2625 eV/angstrom^2
--- attraction: kappa = 4.00 eV/angstrom^2
lambda = kappa/k0 = 7.6200 (no unit)
relative-mode quantum hbar*Omega = 8.0598 eV
ground energy, diagonalized = 5.0299 eV = 0.18484 hartree
s = 2.0075, t = 0.3350, q = 0.11222 (no unit)
natural-orbital length beta^(-1/2) = 1.3776 angstrom = 2.6034 bohr
k=0: n_k formula 0.8877843, diagonalized 0.8877843, amplitude 0.94222 (no unit)
k=1: n_k formula 0.0996233, diagonalized 0.0996233, amplitude 0.31563 (no unit)
k=2: n_k formula 0.0111793, diagonalized 0.0111793, amplitude 0.10573 (no unit)
k=3: n_k formula 0.0012545, diagonalized 0.0012545, amplitude 0.03542 (no unit)
smallest orbital overlap, k=0..3 = 1.000000 (no unit)
--- repulsion: kappa = -0.20 eV/angstrom^2
lambda = kappa/k0 = -0.3810 (no unit)
relative-mode quantum hbar*Omega = 0.9757 eV
ground energy, diagonalized = 1.4879 eV = 0.05468 hartree
s = 0.6985, t = -0.1775, q = 0.03152 (no unit)
natural-orbital length beta^(-1/2) = 2.3355 angstrom = 4.4135 bohr
k=0: n_k formula 0.9684822, diagonalized 0.9684822, amplitude 0.98411 (no unit)
k=1: n_k formula 0.0305244, diagonalized 0.0305244, amplitude -0.17471 (no unit)
k=2: n_k formula 0.0009621, diagonalized 0.0009621, amplitude 0.03102 (no unit)
k=3: n_k formula 0.0000303, diagonalized 0.0000303, amplitude -0.00551 (no unit)
smallest orbital overlap, k=0..3 = 1.000000 (no unit)
--- q versus coupling (kappa in eV/angstrom^2; others no unit)
kappa  -0.25, lambda  -0.4762, t -0.36346, q 0.132103
kappa  -0.20, lambda  -0.3810, t -0.17753, q 0.031518
kappa  -0.10, lambda  -0.1905, t -0.05988, q 0.003586
kappa   0.00, lambda   0.0000, t  0.00000, q 0.000000
kappa   0.10, lambda   0.1905, t  0.04033, q 0.001626
kappa   0.50, lambda   0.9525, t  0.13252, q 0.017561
kappa   1.00, lambda   1.9050, t  0.19385, q 0.037579
kappa   4.00, lambda   7.6200, t  0.33499, q 0.112216
kappa  20.00, lambda  38.0998, t  0.49548, q 0.245502
--- partner of kappa = 4.00: -0.24631 eV/angstrom^2
partner q, numerical = 0.11222 (no unit)
partner natural-orbital length = 2.7656 angstrom
weak limit, lambda = 0.001: q/(lambda^2/16) = 0.9980
extreme limit, s = 40.000: n_0 = 0.09518, n_0/leading term = 0.9518 (no unit)
extreme limit, s = 0.025: n_0 = 0.09518, n_0/leading term = 0.9518 (no unit)
OK
```
